# Exceptional Point of Two Counter-Rotating, Thermally Coupled Rings, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Two equal flat rings lie face to face on a common axis, separated by a thin film. They turn at equal and opposite speeds.

- $R$ is the mean radius, $b$ the thickness of each ring, and $d$ the thickness of the film.
- $\kappa$ and $C$ are the thermal conductivity and the heat capacity per unit volume of the rings, and $D=\kappa/C$ is their diffusivity. The film has conductivity $\kappa_i$.
- $x$ is the arc length at the mean radius, measured in the laboratory. It increases in the direction in which ring 1 moves. Ring 1 has velocity $+v$ and ring 2 has velocity $-v$, with $v\ge 0$.
- $T_1(x,t)$ and $T_2(x,t)$ are the temperatures of the rings, each averaged over the ring's cross-section.

A profile on a closed ring must repeat after a length $2\pi R$, so its wavenumbers are $k=n/R$ with $n$ an integer. I take $k>0$ and write one harmonic as
$$T_j(x,t)=\mathrm{Re}\left[A_j(t)\,e^{ikx}\right],\qquad j=1,2 .$$
A mode has $A_j(t)=u_j e^{-i\omega t}$. With this sign convention $\mathrm{Re}\,\omega>0$ means motion towards $+x$, and $\mathrm{Im}\,\omega<0$ means decay.

"Stationary" will mean that the hot and cold places stay where they are in the laboratory while the temperature differences fade. "Drifting" will mean that these places move around the ring while the differences fade. Nothing is driven, so no nonuniform profile persists in either case.

## 2. Heat balance

Four assumptions define the model.

1. The temperature varies little across the thickness and the width of each ring.
2. The film stores little heat, so the heat flux entering one face leaves at the other.
3. The outer surfaces lose no heat.
4. All material properties are constant.

Consider a fixed stretch $dx$ of ring 1, per unit width. It holds the heat $C b\,T_1\,dx$, which changes for three reasons. Conduction along the ring brings in $\kappa b\,\partial_x^2T_1\,dx$. The moving material carries the heat current $CbvT_1$, whose net inflow is $-Cbv\,\partial_xT_1\,dx$. The film takes away $(\kappa_i/d)(T_1-T_2)\,dx$. Therefore
$$Cb\,\partial_tT_1=\kappa b\,\partial_x^2T_1-Cbv\,\partial_xT_1-\frac{\kappa_i}{d}(T_1-T_2).$$
Division by $Cb$ suggests the definition
$$h=\frac{\kappa_i}{C\,b\,d},$$
which is a rate. The balance of ring 2 follows by exchanging the labels and reversing the velocity:
$$\partial_tT_1=D\,\partial_x^2T_1-v\,\partial_xT_1+h(T_2-T_1),$$
$$\partial_tT_2=D\,\partial_x^2T_2+v\,\partial_xT_2+h(T_1-T_2).$$

The factor in the meaning of $h$ matters for what follows. If both temperatures are uniform, subtracting the two equations gives
$$\frac{d}{dt}(T_1-T_2)=-2h(T_1-T_2).$$
The temperature difference thus relaxes at $2h$. The exchange rate in the condition for the exceptional point is the rate $h$ per ring, which is half the relaxation rate of the difference.

## 3. Reduction to a two-by-two problem

For one harmonic, $\partial_x$ becomes multiplication by $ik$, and $\partial_x^2$ becomes multiplication by $-k^2$. The coefficients of the heat equations are real, so the real part of a complex solution is again a solution. The amplitudes obey
$$\dot A_1=-(Dk^2+h)A_1-ikvA_1+hA_2,$$
$$\dot A_2=-(Dk^2+h)A_2+ikvA_2+hA_1.$$
Put the common decay rate and the remaining matrix into
$$\Gamma=Dk^2+h,\qquad M=\begin{pmatrix}-ikv&h\\ h&ikv\end{pmatrix}.$$
Then $\dot A=(-\Gamma+M)A$. Multiplication by $i$ gives the form used for wave problems,
$$i\dot A=HA,\qquad H=-i\Gamma\,I+iM=\begin{pmatrix}kv-i\Gamma&ih\\ ih&-kv-i\Gamma\end{pmatrix}.$$
A mode satisfies $Hu=\omega u$. The coupling $ih$ is imaginary because heat exchange is dissipative. With equal off-diagonal elements, as here, a conservative coupling of two waves would be a real number.

## 4. Anti-parity-time symmetry

Let $\sigma_x$ be the matrix that exchanges the two rings. Complex conjugation of $H$ gives
$$H^*=\begin{pmatrix}kv+i\Gamma&-ih\\ -ih&-kv+i\Gamma\end{pmatrix}.$$
Multiplication by $\sigma_x$ on both sides exchanges the diagonal elements and also the off-diagonal ones:
$$\sigma_xH^*\sigma_x=\begin{pmatrix}-kv+i\Gamma&-ih\\ -ih&kv+i\Gamma\end{pmatrix}=-H .$$
Exchange of the rings plays the part of parity, and complex conjugation that of time reversal. Their combination changes the sign of $H$, which is the meaning of anti-parity-time symmetry.

The underlying fact is geometric. Reflect $x$ into $-x$ and exchange the rings. The reflection reverses both velocities, the exchange restores them, and the pair of heat equations is unchanged. For a real harmonic, the reflection replaces $A_j$ by $A_j^*$, because $\mathrm{Re}[Ae^{-ikx}]=\mathrm{Re}[A^*e^{ikx}]$. This is where the conjugation comes from. No reversal of the heat flow in time is involved.

The symmetry restricts the frequencies. Conjugate $Hu=\omega u$ to obtain $H^*u^*=\omega^*u^*$. Multiply by $\sigma_x$ from the left and insert $\sigma_x\sigma_x=I$:
$$(\sigma_xH^*\sigma_x)(\sigma_xu^*)=\omega^*(\sigma_xu^*)
\quad\Longrightarrow\quad H(\sigma_xu^*)=-\omega^*(\sigma_xu^*).$$
So $-\omega^*$ is a frequency whenever $\omega$ is. Since there are two frequencies, two cases are possible. Either each is its own partner, $\omega=-\omega^*$, and is purely imaginary, or the two are partners of each other, with opposite real parts and equal decay rates. The first case is a pair of stationary modes and the second a pair of drifting modes.

## 5. The frequencies

The square of $M$ is computed element by element. Both diagonal elements are $(\pm ikv)^2+h^2=h^2-k^2v^2$. The off-diagonal elements are $-ikvh+ikvh=0$. Hence
$$M^2=(h^2-k^2v^2)\,I .$$
An eigenvalue $\mu$ of $M$ must satisfy $\mu^2=h^2-k^2v^2$. The trace of $M$ vanishes, so the two eigenvalues add to zero and both signs of the root occur. From $H=-i\Gamma I+iM$ we have $\omega=-i\Gamma+i\mu$. Since $(i\mu)^2=k^2v^2-h^2$, the result is
$$\boxed{\;\omega_\pm=-i(Dk^2+h)\pm\sqrt{k^2v^2-h^2}\;}$$

For $kv<h$ define $s=\sqrt{h^2-k^2v^2}$. Both frequencies are imaginary, and the decay rates are
$$\gamma_{\rm slow}=Dk^2+h-s,\qquad \gamma_{\rm fast}=Dk^2+h+s .$$
For $kv>h$ define $\Omega=\sqrt{k^2v^2-h^2}$. Both modes decay at $Dk^2+h$ and drift with velocities
$$\pm\frac{\Omega}{k}=\pm\sqrt{v^2-\frac{h^2}{k^2}} .$$
The drift is slower than the rings themselves.

Three limits show what the formula contains. Without exchange, $h\to0$, we get $\omega_\pm=-iDk^2\pm kv$: each ring carries its own profile along at its own speed. At rest, $v=0$, the slow rate is $Dk^2$, for equal temperatures in the two rings, and the fast rate is $Dk^2+2h$, for opposite ones. For slow motion, $kv\ll h$, the expansion $s\approx h-k^2v^2/(2h)$ gives
$$\gamma_{\rm slow}\approx\left(D+\frac{v^2}{2h}\right)k^2 .$$
The opposed motion then acts as an additional diffusivity $v^2/(2h)$. Heat is carried one way, changes rings, and is carried back, which is a random walk along $x$.

## 6. Stationary modes: why they need $kv\le h$

The first row of $Mu=\mu u$ reads $(-ikv-\mu)u_1+hu_2=0$, so
$$\frac{u_2}{u_1}=\frac{\mu+ikv}{h}.$$
Take $kv<h$ and the slow mode, $\mu=s$. The squared modulus of the ratio is $(s^2+k^2v^2)/h^2=1$. The ratio is therefore a pure phase,
$$\frac{u_2}{u_1}=e^{i\varphi},\qquad \sin\varphi=\frac{kv}{h},\quad\cos\varphi=\frac{s}{h},\quad 0\le\varphi<\frac{\pi}{2}.$$
For the fast mode, $\mu=-s$, the cosine changes sign and the ratio is $e^{i(\pi-\varphi)}$.

With $u_1=1$ the slow profile is $T_1\propto\cos kx$ and $T_2\propto\cos(kx+\varphi)$. The hot place of ring 1 is at $kx=0$, and that of ring 2 is at $kx=-\varphi$. Each hot place is displaced in the direction in which its own ring moves.

This displacement holds the profile still. In ring 1 the motion contributes $-v\,\partial_x\cos kx=kv\sin kx$, which would push the profile forward. The heat received from ring 2 contributes
$$h\cos(kx+\varphi)=h\cos\varphi\cos kx-h\sin\varphi\sin kx .$$
The two sine terms cancel when $h\sin\varphi=kv$. The cosine term, together with the losses $-h\cos kx$ and $-Dk^2\cos kx$, leaves the decay rate $Dk^2+h(1-\cos\varphi)$, which is $\gamma_{\rm slow}$.

Exchange can thus hold the profile against the motion with a strength of at most $h$, reached at a quarter-wave displacement. Unequal amplitudes do not help. If $T_2$ had amplitude $r$ relative to $T_1$, the same balance would require $hr\sin\varphi=kv$ in ring 1 and $h\sin\varphi=rkv$ in ring 2. The product of the two conditions is $h^2\sin^2\varphi=k^2v^2$, which again has no solution for $kv>h$.

## 7. Drifting modes

For $kv>h$ the mode with $\omega=-i\Gamma+\Omega$ has $i\mu=\Omega$, that is $\mu=-i\Omega$. Its amplitude ratio is
$$\frac{u_2}{u_1}=\frac{i(kv-\Omega)}{h}=iq,\qquad q=\frac{kv-\Omega}{h}.$$
The other mode has $\mu=+i\Omega$ and ratio $i(kv+\Omega)/h$. Because $(kv-\Omega)(kv+\Omega)=h^2$, this ratio equals $i/q$. Convenient eigenvectors are
$$u_+=\begin{pmatrix}1\\ iq\end{pmatrix},\qquad u_-=\begin{pmatrix}-iq\\ 1\end{pmatrix},\qquad 0<q<1 .$$
The forward mode is stronger in ring 1, which moves forward, and the backward mode is stronger in ring 2. The displacement between the rings stays at a quarter wave, while the amplitudes become unequal.

A relation between amplitude and drift holds on both sides of the threshold. Multiply $Hu=\omega u$ by $u^\dagger$ and take the real part. The coupling contributes $ih(u_1^*u_2+u_2^*u_1)$, which is imaginary and drops out, as does $-i\Gamma u^\dagger u$. There remains
$$\frac{\mathrm{Re}\,\omega}{k}=v\,\frac{|u_1|^2-|u_2|^2}{|u_1|^2+|u_2|^2}.$$
The drift velocity of a mode is the mean of the two ring velocities, weighted by the squared amplitudes. For $v>0$ a mode is stationary if and only if it is equally strong in both rings.

## 8. The exceptional point

At $kv=h$ both frequencies equal $-i(Dk^2+h)$, and
$$M=h\begin{pmatrix}-i&1\\ 1&i\end{pmatrix}\ne0,\qquad M^2=0 .$$
The equation $Mu=0$ gives $u_2=iu_1$, so there is one eigenvector, $(1,i)$, up to a factor. The matrix cannot be diagonalized. This makes the point exceptional. In an ordinary degeneracy the two frequencies would agree while two independent modes remained.

The merging of the modes can be followed through their normalized overlap. Below the threshold,
$$\frac{|u_{\rm slow}^\dagger u_{\rm fast}|}{2}=\frac{|1+e^{i(\pi-2\varphi)}|}{2}=\frac{|1-e^{-2i\varphi}|}{2}=\sin\varphi=\frac{kv}{h}.$$
Above it, $u_+^\dagger u_-=-iq-iq=-2iq$, and each vector has squared norm $1+q^2$. The two ratios $q$ and $1/q$ add to $2kv/h$, so $1+q^2=2qkv/h$ and the overlap is
$$\frac{2q}{1+q^2}=\frac{h}{kv}.$$
Both expressions reach 1 at $kv=h$.

Close to the point, set $kv=h(1+\epsilon)$ with $|\epsilon|\ll1$. Then $k^2v^2-h^2\approx2\epsilon h^2$, and the frequencies separate by $2h\sqrt{2\epsilon}$, which is real for $\epsilon>0$ and imaginary for $\epsilon<0$. The drift therefore sets in as a square root of the excess speed.

Each harmonic has its own threshold,
$$v_n=\frac{h}{k}=\frac{hR}{n}.$$
For $n=1$ the condition says that the angular speed $v/R$ of the rings equals $h$. At a given speed the harmonics with $n<hR/v$ are stationary and those with $n>hR/v$ drift. "The" exceptional point of the device needs a named harmonic.

# Part II. Motion of real profiles, imperfections, and an example

## 9. What is carried over

Two rings with velocities $+v$ and $-v$ exchange heat at the rate $h=\kappa_i/(Cbd)$ per ring. Here $C$, $\kappa$ and $D=\kappa/C$ are the heat capacity per volume, conductivity and diffusivity of the rings, $b$ is their thickness and $R$ their mean radius. The film has thickness $d$ and conductivity $\kappa_i$. A harmonic $T_j=\mathrm{Re}[A_je^{ikx}]$ with $k=n/R$ obeys
$$\dot A=(-\Gamma+M)A,\quad \Gamma=Dk^2+h,\quad M=\begin{pmatrix}-ikv&h\\h&ikv\end{pmatrix},\quad M^2=(h^2-k^2v^2)I .$$
Below threshold, $kv<h$, the modes are stationary with decay rates $\Gamma\mp s$, where $s=\sqrt{h^2-k^2v^2}$. In the slow mode ring 1 leads ring 2 by the phase $\varphi$, with $\sin\varphi=kv/h$. Above threshold the modes $u_+=(1,iq)$ and $u_-=(-iq,1)$ decay at $\Gamma$ and have real frequencies $\pm\Omega$, with $\Omega=\sqrt{k^2v^2-h^2}$ and $q=(kv-\Omega)/h<1$.

## 10. Evolution from any start

The solution is $A(t)=e^{-\Gamma t}e^{Mt}A(0)$. In the power series of $e^{Mt}$ the even powers of $M$ are multiples of $I$ and the odd powers are multiples of $M$, because $M^2=s^2I$. Summing them separately gives
$$e^{Mt}=c(t)\,I+S(t)\,M,\qquad c=\cosh st,\quad S=\frac{\sinh st}{s}.$$
Above threshold $s=i\Omega$, hence $c=\cos\Omega t$ and $S=\sin(\Omega t)/\Omega$. At the exceptional point the series ends after the linear term, with $c=1$ and $S=t$. In all cases $\dot c=s^2S$, $\dot S=c$ and $c^2-s^2S^2=1$.

## 11. Equal hot spots in both rings

Let both rings start with the same harmonic, $A(0)=(1,1)$. Since $M(1,1)^T=(h-ikv,\;h+ikv)^T$,
$$A_1=e^{-\Gamma t}\left[c+hS-ikvS\right],\qquad A_2=A_1^* .$$
Write $A_1=|A_1|e^{-i\theta}$. Then $T_1\propto\cos(kx-\theta)$ is hottest at $kx=\theta$, and ring 2 is hottest at $kx=-\theta$. With $X=c+hS$ and $Y=kvS$,
$$\tan\theta=\frac{Y}{X}=\frac{kvS}{c+hS},$$
where the signs of $X$ and $Y$ fix the quadrant. For $n=1$, $\theta$ is the angle around the ring.

The rate of change is $\dot\theta=(X\dot Y-Y\dot X)/(X^2+Y^2)$. The numerator is
$$(c+hS)kvc-kvS(s^2S+hc)=kv(c^2-s^2S^2)=kv ,$$
so that
$$\dot\theta=\frac{kv}{(c+hS)^2+k^2v^2S^2}.$$
For $v>0$ the hot spot of a single harmonic starts with the speed of its own ring and never turns back. The maximum of a profile that contains several harmonics can overshoot and return, as Section 16 shows. What differs between the regimes is the growth of the denominator.

This part has found the modes of the two rings, their exceptional point at $kv=h$, and the equation for the angle $\theta$ of the hot spots when both rings start alike. It remains to follow that angle below, at and above the threshold, and then to treat other starts, many harmonics, imperfections and an example with aluminium rings.
